# Fourth-order Magnus and commutator-free propagators for driven quantum systems

Suppose the population transferred to an excited state by twelve cycles of a driving field is needed to within $10^{-3}$. Two things must be decided before the run: how many time steps each cycle gets, and whether a step should spend its effort on one exponential with a commutator or on two exponentials without one. A conserved norm cannot settle either question, because both schemes conserve it even when the step is far too long. The decision needs the order and the size of the error.

## The two schemes

In atomic units the propagator obeys $U'=-iH(t)U$. Let $H(t)$ be Hermitian, bounded and four times continuously differentiable. On the step from $t$ to $t+h$, evaluate

$$H_{1,2}=H\!\left(t+\left(\tfrac12\mp\tfrac{\sqrt3}{6}\right)h\right),$$

with the upper sign for $H_1$. The Magnus step is

$$\Phi_M=e^{-ihK},\qquad K=\frac{H_1+H_2}{2}-\frac{i\sqrt3\,h}{12}[H_2,H_1].$$

The commutator-free step, called CF below, is

$$\Phi_C=e^{-ih(\beta H_1+\alpha H_2)}\,e^{-ih(\alpha H_1+\beta H_2)},\qquad \alpha,\beta=\tfrac14\pm\tfrac{\sqrt3}{6}.$$

The right factor acts first and carries the large weight $\alpha\approx0.539$ on the earlier node; $\beta\approx-0.039$.

```
for each step:
    H1 = H(t + (1/2 - sqrt(3)/6)*h)
    H2 = H(t + (1/2 + sqrt(3)/6)*h)

    Magnus:
        K = (H1+H2)/2 - i*sqrt(3)*h/12*(H2*H1 - H1*H2)
        psi = exp(-i*h*K) psi
    or CF:
        psi = exp(-i*h*(alpha*H1 + beta*H2)) psi
        psi = exp(-i*h*(beta*H1 + alpha*H2)) psi

    t = t + h
```

## Why two nodes suffice

Write $A=-iH$, let $s\in[0,h]$ be the time within the step, and let $\tilde A(s)$ be the straight line through $A_1,A_2$ at the nodes $s_1,s_2$. Let $\tilde U$ be its propagator. Since $\partial_sU(h,s)=-U(h,s)A(s)$,

$$\frac{d}{ds}\left[U(h,s)\tilde U(s,0)\right]=U(h,s)(\tilde A-A)(s)\tilde U(s,0).$$

Integrating from $0$ to $h$ gives

$$U(h,0)-\tilde U(h,0)=\int_0^h U(h,s)(A-\tilde A)(s)\tilde U(s,0)\,ds.$$

The interpolation error has the form $(A-\tilde A)(s)=p(s)R(s)$, where $R$ has two bounded derivatives and, with $x=s-h/2$,

$$p=(s-s_1)(s-s_2)=x^2-\frac{h^2}{12}.$$

Here $\int p\,ds=h^3/12-h^3/12=0$, and $\int xp\,ds=0$ by parity. If the smooth factor $U(h,s)R(s)\tilde U(s,0)$ is expanded about the midpoint, its constant and linear parts therefore integrate to zero. The remainder is $O(h^2)$, $p$ is $O(h^2)$ and the interval has length $h$, so the replacement costs $O(h^5)$. It remains to solve the straight-line problem to the same accuracy.

## The equation for the exponent

Put $\tilde U=e^{\Omega}$ and write $\mathrm{ad}_\Omega X=[\Omega,X]$. To differentiate the exponential, define $F(u)=(\partial_s e^{u\Omega})e^{-u\Omega}$. Differentiation in $u$ gives $F'(u)=\Omega'+[\Omega,F]$ with $F(0)=0$, whose solution at $u=1$ is

$$(\partial_s e^\Omega)e^{-\Omega}=g(\mathrm{ad}_\Omega)\Omega',\qquad g(x)=\frac{e^x-1}{x}=1+\frac x2+\frac{x^2}{6}+\frac{x^3}{24}+\dots$$

The left side equals $\tilde A$. For small $h$ the series can be inverted, $1/g=1-x/2+x^2/12+0\cdot x^3+O(x^4)$, so

$$\Omega'=\tilde A-\tfrac12[\Omega,\tilde A]+\tfrac1{12}[\Omega,[\Omega,\tilde A]]+\dots$$

Write $\tilde A=a_0+a_1(s-h/2)=b_0+a_1s$ with $b_0=a_0-ha_1/2$, and let $c=[a_0,a_1]=[b_0,a_1]$. Insert

$$\Omega=sb_0+\tfrac12s^2a_1+s^3\omega_3+s^4\omega_4+s^5\omega_5+\dots$$

The lowest commutator is $[\Omega,\tilde A]=s^2c-\tfrac12s^2c=\tfrac12s^2c$. Matching $s^2$ gives $3\omega_3=-c/4$, hence $\omega_3=-c/12$. With this value,

$$[\Omega,\tilde A]=\tfrac12s^2c+\tfrac1{12}s^3[b_0,c]+s^4\left(\tfrac1{12}[a_1,c]+[\omega_4,b_0]\right)+\dots,$$

$$[\Omega,[\Omega,\tilde A]]=\tfrac12s^3[b_0,c]+s^4\left(\tfrac14[a_1,c]+\tfrac1{12}[b_0,[b_0,c]]\right)+\dots$$

At order $s^3$, $4\omega_4=-\tfrac1{24}[b_0,c]+\tfrac1{24}[b_0,c]=0$. At order $s^4$,

$$5\omega_5=\left(-\tfrac1{24}+\tfrac1{48}\right)[a_1,c]+\tfrac1{144}[b_0,[b_0,c]].$$

The quartic term of the inverse series first enters $\Omega'$ at $s^5$ and does not matter here. At $s=h$, $hb_0+h^2a_1/2=ha_0$, and replacing $b_0$ by $a_0$ in $\omega_5$ changes only $O(h^6)$. Thus

$$\Omega=ha_0-\frac{h^3}{12}c+h^5\left(-\frac{[a_1,c]}{240}+\frac{[a_0,[a_0,c]]}{720}\right)+O(h^6).$$

The Magnus scheme keeps the first two terms. The nodes are $h/\sqrt3$ apart, so $a_0=(A_1+A_2)/2$ and $a_1=\sqrt3(A_2-A_1)/h$. Then

$$c=\frac{\sqrt3}{2h}[A_1+A_2,A_2-A_1]=\frac{\sqrt3}{h}[A_1,A_2],$$

and the retained exponent is $\tfrac h2(A_1+A_2)+\tfrac{\sqrt3h^2}{12}[A_2,A_1]$. With $A=-iH$, $[A_2,A_1]=-[H_2,H_1]$; setting the exponent equal to $-ihK$ gives the stated $K$.

## Removing the commutator

Two exponentials that do not commute generate a commutator by themselves. Try $e^{S+D}e^{S-D}$ with $S=ha_0/2$ and $D=yh^2a_1$, and choose $y$ to produce the right one. To find the combined exponent, set $X=S+\epsilon D$, $Y=S-\epsilon D$ and $e^{Z(\epsilon)}=e^Xe^Y$. Differentiation in $\epsilon$ gives

$$V\equiv(\partial_\epsilon e^Z)e^{-Z}=g(\mathrm{ad}_X)D-e^{\mathrm{ad}_X}g(\mathrm{ad}_Y)D.$$

Let $E=[S,D]$, which is $O(h^3)$. Through $h^5$ the two terms are

$$g(\mathrm{ad}_X)D=D+\tfrac12E+\tfrac16[S,E]+\tfrac\epsilon6[D,E]+\tfrac1{24}[S,[S,E]],$$

$$e^{\mathrm{ad}_X}g(\mathrm{ad}_Y)D=D+\tfrac32E+\tfrac76[S,E]+\tfrac{5\epsilon}6[D,E]+\tfrac58[S,[S,E]].$$

In the second line, for example, the coefficient of $[S,E]$ is $\tfrac16+\tfrac12+\tfrac12$, from zero, one and two applications of $\mathrm{ad}_X$ in the outer exponential. Subtracting,

$$V=-E-[S,E]-\tfrac{2\epsilon}3[D,E]-\tfrac7{12}[S,[S,E]].$$

The equation for the exponent now reads $Z'=V-\tfrac12[Z,V]+\tfrac1{12}[Z,[Z,V]]+\dots$, and $Z=2S+O(h^3)$. The second term supplies $[S,E]+[S,[S,E]]$, the third $-\tfrac13[S,[S,E]]$. Hence $Z'=-E-\tfrac{2\epsilon}3[D,E]+\tfrac1{12}[S,[S,E]]$. Integrating from $Z(0)=2S$ to $\epsilon=1$,

$$Z=2S-[S,D]-\tfrac13[D,[S,D]]+\tfrac1{12}[S,[S,[S,D]]]+O(h^6).$$

Since $-[S,D]=-yh^3c/2$ must equal $-h^3c/12$, $y=1/6$. The left exponent becomes

$$\frac{ha_0}2+\frac{h^2a_1}6=h\left[\frac{A_1+A_2}4+\frac{\sqrt3(A_2-A_1)}6\right]=h(\beta A_1+\alpha A_2),$$

and the right one follows by exchanging the nodes.

## Error, unitarity and symmetry

With $y=1/6$ the last two terms of $Z$ are $-h^5[a_1,c]/216$ and $h^5[a_0,[a_0,c]]/576$. Subtracting them from the exact exponent gives the leading error of each formula for the straight-line generator, exact minus numerical propagator:

- Magnus: $h^5\left(-\dfrac{[a_1,c]}{240}+\dfrac{[a_0,[a_0,c]]}{720}\right)$.
- CF: $h^5\left(\dfrac{[a_1,c]}{2160}-\dfrac{[a_0,[a_0,c]]}{2880}\right)$.

The CF coefficients are nine and four times smaller in size and have opposite signs. High-precision power series for a linear generator recover all four within the tested tolerance of 2%. The total error also contains the straight-line replacement, common to both schemes, so neither factor carries over to it directly.

The commutator of two Hermitian matrices is anti-Hermitian, and multiplication by $-i$ makes it Hermitian. Thus $K$ is Hermitian, as are both CF exponents divided by $-ih$, and each step is unitary for any real $h$. Write the global error as a sum in which one exact step at a time is replaced by a numerical one. The other factors are unitary and do not enlarge the difference. There are $T/h$ terms of size $O(h^5)$, so the error at fixed $T$ is $O(h^4)$.

A backward step from $t+h$ exchanges the nodes and reverses $h$. This changes the sign of the Magnus exponent, and turns the CF product into its inverse. Both schemes therefore retrace their steps, apart from rounding.

Two limits help in debugging. For constant $H$ both schemes give $e^{-ihH}$ at any step length. If the $H(t)$ at different times commute, both reduce to $e^{-ih(H_1+H_2)/2}$, and only the quadrature error of the accumulated phase remains.

## A driven two-level system

Take a level spacing $\Delta=2$ eV, photon energy $\omega=2.5$ eV, transition length $d=1$ angstrom and rotating field $F=0.5$ V/angstrom. The transition is taken to be circular: its dipole matrix elements from the lower to the upper level are $d$ along $x$ and $-id$ along $y$, so a field rotating in the $xy$ plane gives the form below; a real dipole along $x$ would give $g\cos\omega t\,\sigma_x$ instead. The coupling is $g=dF=0.5$ eV. In the basis (upper, lower),

$$H=\tfrac\Delta2\sigma_z+g(\cos\omega t\,\sigma_x+\sin\omega t\,\sigma_y).$$

With $R=e^{-i\omega t\sigma_z/2}$, the field term is $gR\sigma_xR^\dagger$. Substituting $U=RW$ removes the rotation and leaves the constant Hamiltonian $\tfrac12(\Delta-\omega)\sigma_z+g\sigma_x$ for $W$. Hence

$$U=e^{-i\omega t\sigma_z/2}e^{-it[(\Delta-\omega)\sigma_z/2+g\sigma_x]}.$$

This is an exact reference for the model, though the model itself leaves out all other levels. The field corresponds to about $7\times10^{12}$ W/cm$^2$, where a real system with a 2 eV gap would couple to other levels and could ionize or be damaged; the parameters serve as a numerical test, not as a description of a material.

The drive period is 1.654 fs. With 16 steps per period, $h=0.1034$ fs, or $(2\pi/16)/2.5=0.1571$ in units of inverse eV. The Pauli components at the nodes of the first step are, in eV,

$$\mathbf v_1=(0.4983,0.0414,1),\qquad \mathbf v_2=(0.4762,0.1524,1).$$

Since $[H_2,H_1]=2i(\mathbf v_2\times\mathbf v_1)\cdot\boldsymbol\sigma$, the correction in $K$ is $(\sqrt3h/6)\,\mathbf v_2\times\mathbf v_1$. Its $x$ component is $0.04534\,(0.1524-0.0414)=0.0050$ eV. The whole correction is $(0.0050,0.0010,-0.0025)$ eV: its length, 0.0057 eV, is about 0.6% of the level term $\Delta/2=1$ eV, but it acts in every step.

After twelve periods, 19.85 fs, the spectral norms of the propagator errors are as follows; a unitary matrix has norm one.

| Steps per period | Magnus | CF |
|---:|---:|---:|
| 8 | $9.3\times10^{-3}$ | $2.1\times10^{-3}$ |
| 16 | $5.8\times10^{-4}$ | $1.3\times10^{-4}$ |
| 32 | $3.6\times10^{-5}$ | $8.4\times10^{-6}$ |
| 64 | $2.3\times10^{-6}$ | $5.2\times10^{-7}$ |

Each halving of the step divides the error by about 16. A four-level Hamiltonian with different time dependences, compared with an adaptive solver, also shows order four for both schemes.

For a system that starts in the lower level, the exact upper population after twelve periods is 0.66746. At 16 steps per period Magnus gives 0.66714 and CF 0.66738, so both meet the opening target, with absolute errors of about $3\times10^{-4}$ and $8\times10^{-5}$. Fewer steps suffice: Magnus meets the target with 13 steps per period (error $7.3\times10^{-4}$) and CF with 9 ($7.6\times10^{-4}$), while at 8 steps both miss it ($5.2\times10^{-3}$ and $1.2\times10^{-3}$).

At 64 steps per period, the exact straight-line propagator has error $8.7\times10^{-7}$. Magnus differs from it by $1.40\times10^{-6}$, and the total $2.27\times10^{-6}$ is nearly the sum. CF differs from it by $3.5\times10^{-7}$, and the total $5.2\times10^{-7}$ is nearly the difference. Part of the CF advantage here is thus a cancellation, which another Hamiltonian need not reproduce.

## Cost and choice

Both schemes evaluate $H$ twice per step. For dense matrices, Magnus needs one exponential and one matrix product, because $H_1H_2=(H_2H_1)^\dagger$; CF needs two exponentials. At equal numbers of exponentials, CF with 32 steps per period competes with Magnus with 64, and in this example Magnus has the smaller error, $2.3\times10^{-6}$ against $8.4\times10^{-6}$. At equal numbers of Hamiltonian evaluations, CF has the smaller error in this example. If building $H$ dominates the cost, CF is the better choice here; if dense exponentials dominate, Magnus is. The second conclusion holds only while the Magnus error at equal step is less than $2^4=16$ times the CF error. With $\omega=0.5$ eV and the other parameters unchanged, the ratio at 32 steps per period is about 33, and CF wins on both counts.

For large sparse matrices one computes the action of the exponential on a vector. Applying $K$ directly requires $H_1\psi$, $H_2\psi$, $H_2(H_1\psi)$ and $H_1(H_2\psi)$, four products. A CF exponent is a linear combination of Hamiltonians. For $H=H_0+f(t)V$ it is $\tfrac12H_0+(\beta f_1+\alpha f_2)V$ or its counterpart with exchanged weights, which existing code for $H\psi$ can apply. For the same form $[H_2,H_1]=(f_1-f_2)[H_0,V]$, so Magnus remains attractive if $[H_0,V]$ can be stored cheaply.

## Stability and failure modes

**Unitarity without accuracy.** One step of 1.24 fs, three quarters of a period, leaves a unitarity defect below $10^{-15}$ in either scheme, yet the propagator errors are 0.57 for Magnus and 0.12 for CF. Convergence must be checked by changing $h$. Classical fourth-order Runge–Kutta, by contrast, has a unitarity defect of $5.7\times10^{-3}$ after twelve periods at 8 steps per period. That value depends on the energy zero: adding 1 eV to both levels raises it to $9.3\times10^{-2}$.

**Lost commutator or wrong order.** Omitting the commutator leaves a local error $-h^3c/12$. Exchanging the CF exponentials reverses $y$ and doubles this to $-h^3c/6$; a wrong sign in the Magnus commutator has the same leading effect. The global order then falls to two, unless this error vanishes or the contributions of different steps cancel. At 64 steps per period the first two faults give errors of 0.0108 and 0.0217, in the predicted ratio of two. Halving the step exposes them: the error falls by four instead of sixteen.

**Rough time dependence.** A jump in $H$ or in a low derivative inside a step invalidates the interpolation estimate. Place step boundaries at the jumps.

**Large spectra.** The local errors contain nested commutators, which can grow as a spatial grid is refined. The bounded-operator estimate then gives no grid-independent step length. An energy shift $\lambda(t)\mathbf 1$ drops out of the commutators and affects only the quadrature of a common phase.

**Inexact exponentials.** An iterative exponential must be converged below the intended error per step; otherwise its own error can dominate, hide the fourth order and spoil unitarity.

**State-dependent Hamiltonians.** In a mean-field calculation $H_1$ and $H_2$ depend on the unknown state at the nodes. They must be predicted or iterated with sufficient accuracy, and the order shown here does not cover that extra approximation.

The remaining observed orders and step components are in the numerical output.

## Numbers as computed

```
level spacing: 2.00 eV; photon: 2.50 eV
transition length: 1.00 angstrom
field: 0.50 V/angstrom; coupling: 0.500000 eV
drive period: 1.654267 fs; periods: 12
total time: 19.851205 fs
CF weights alpha, beta: 0.538675135, -0.038675135
first step, 16 per period: h = 0.103392 fs
H1 x,y,z [eV]: 0.498279 0.041446 1.000000
H2 x,y,z [eV]: 0.476211 0.152392 1.000000
mean x,y,z [eV]: 0.487245 0.096919 1.000000
commutator part x,y,z [eV]: 0.005031 0.001001 -0.002548
Magnus K x,y,z [eV]: 0.492276 0.097920 0.997452
CF first exponent/h x,y,z [eV]: 0.249993 0.016432 0.500000
CF second exponent/h x,y,z [eV]: 0.237252 0.080487 0.500000
final propagator errors (spectral norm, dimensionless)
8/period: Magnus 9.3165e-03, CF 2.1141e-03, line 3.5151e-03
16/period: Magnus 5.8085e-04, CF 1.3332e-04, line 2.2208e-04
32/period: Magnus 3.6278e-05, CF 8.3514e-06, line 1.3917e-05
64/period: Magnus 2.2669e-06, CF 5.2225e-07, line 8.7042e-07
no commutator, 64/period: error 1.0830e-02
swapped CF, 64/period: error 2.1658e-02
order, Magnus: two-level 4.0003, four-level 3.9999
order, CF: two-level 3.9992, four-level 4.0058
order, line: two-level 3.9990, four-level 4.0008
order, no commutator: two-level 1.9985, four-level 1.9997
order, swapped CF: two-level 1.9981, four-level 1.9997
Magnus minus line, 64/period: 1.3971e-06
CF minus line, 64/period: 3.4817e-07
exact final upper population: 0.667458838
Magnus population, 16/period: 0.667140354
Magnus population, 64/period: 0.667457596
CF population, 16/period: 0.667382782
CF population, 64/period: 0.667458540
Magnus unitarity defect, 8/period: 6.71e-15
CF unitarity defect, 8/period: 2.44e-14
RK4 unitarity defect, 8/period: 5.72e-03
single large step: 1.240700 fs
Magnus large step: defect 5.64e-16, error 0.5668
CF large step: defect 5.32e-16, error 0.1242
Magnus local coefficients [a1,c], [a0,[a0,c]]: -0.0041668, 0.0013889
CF local coefficients [a1,c], [a0,[a0,c]]: 0.0004630, -0.0003472
```
